# Dill's C parameter from the initial slope of film transmission

A photoresist film fills the region $0\le z\le d$ and is lit from air at normal incidence with light of one wavelength. Let $I(z,t)$ be the intensity inside the film and $M(z,t)$ the fraction of the light-sensitive compound that has not yet reacted. Dill's model of a bleaching film consists of two equations,

$$
\frac{\partial I}{\partial z}=-(AM+B)\,I,\qquad
\frac{\partial M}{\partial t}=-C\,I\,M,\qquad M(z,0)=1 .
$$

The coefficient $A$ is the part of the absorption that disappears as the compound reacts, $B$ is the part that stays, and $C$ is the rate constant of the reaction per unit intensity. Here $A$ and $B$ are in $1/\mu\mathrm m$, and $C$ is in $\mathrm{cm^2/mJ}$. The unexposed film has the absorption coefficient $\alpha=A+B$.

The incident intensity in air is $I_{\rm inc}(t)$, and the incident dose is $E=\int_0^t I_{\rm inc}\,dt'$. A fraction $S$ of the incident light crosses the upper surface. For a film of real refractive index $n$ the reflected amplitude is $(1-n)/(1+n)$ times the incident one, so

$$
S=1-\left(\frac{n-1}{n+1}\right)^2=\frac{4n}{(n+1)^2}.
$$

The internal transmission $\tau=I(d,t)/I(0,t)$ describes absorption alone. A detector behind the sample measures $T=K\tau$, where $K$ collects the losses at all surfaces. It is assumed that no light returns into the film from below, which calls for a substrate of the same index and an exit face with an antireflection coating. In that arrangement $K=S$. It is also assumed that $S$, $K$ and $d$ do not change during exposure and that the compound reacts only by light.

The first step is to replace time by dose. Write $I(z,t)=S\,I_{\rm inc}(t)\,i(z,E)$, so that $i=1$ just below the upper surface. Since $dE=I_{\rm inc}\,dt$, dividing the rate equation by $I_{\rm inc}$ gives

$$
\frac{\partial M}{\partial E}=-CS\,i\,M .
$$

The lamp intensity has dropped out, so within this model the state of the film depends on the dose and not on how fast it was delivered. The absorption law integrates to

$$
i(z,E)=\exp\left[-\int_0^z (AM+B)\,dz'\right],
$$

and at $z=d$ it gives

$$
\ln\tau=-A\int_0^d M\,dz-Bd .
$$

At zero dose $M=1$ everywhere, so $\tau_0=e^{-\alpha d}$ and $T_0=K\tau_0$. The quantities $T_0$, $K$, $\alpha$ and $d$ are therefore not independent. If all four have been measured, this relation checks them against one another.

Now differentiate $\ln\tau$ with respect to dose. The term $Bd$ is constant, and the rate equation supplies $\partial M/\partial E$:

$$
\frac{d\ln\tau}{dE}=-A\int_0^d\frac{\partial M}{\partial E}\,dz
=ACS\int_0^d i\,M\,dz .
$$

The two minus signs cancel, so for positive $A$ the film becomes clearer. This holds at any dose, but at later doses the integral is usually found numerically, because $i$ and $M$ depend on each other. At zero dose it is elementary, since $M=1$ and $i=e^{-\alpha z}$:

$$
\int_0^d e^{-\alpha z}\,dz=\frac{1-e^{-\alpha d}}{\alpha}=\frac{1-\tau_0}{\alpha}.
$$

Because $K$ is constant, $\ln T$ and $\ln\tau$ differ by a constant and have the same slope. Hence

$$
\left.\frac{d\ln T}{dE}\right|_0=\frac{ACS}{\alpha}(1-\tau_0).
$$

Solving for $C$, with $\tau_0=T_0/K$ and $d\ln T=dT/T$, gives

$$
C=\frac{A+B}{A\,S\,T_0\,(1-T_0/K)}\left.\frac{dT}{dE}\right|_0 .
$$

In terms of internal transmission the same result reads

$$
C=\frac{A+B}{A\,S\,\tau_0(1-\tau_0)}\left.\frac{d\tau}{dE}\right|_0 .
$$

The product $T_0(1-T_0)$ may thus stand in the denominator if $T$ means internal transmission. With a raw detector reading it is correct only for $K=1$. The surface factor $S$ has a separate role: it converts the dose in air into the dose that enters the film.

The slope has a direct physical reading. The absorption law can be written as $A\,iM=-\partial i/\partial z-B\,i$. Integrating over the film gives

$$
\frac{d\ln\tau}{dE}=CS\left[1-\tau-B\int_0^d i\,dz\right].
$$

For $A>0$ the bracket is the fraction of the entering light taken by the bleachable part $AM$ of the absorption: all the light, less what leaves and less what the permanent part $B$ takes. For $A<0$ the bracket is negative and cannot be read as a fraction of absorbed light. At zero dose it equals $(A/\alpha)(1-\tau_0)$, in agreement with the slope found above.

In a thin film, $\alpha d\ll1$, one has $1-\tau_0\simeq\alpha d$ and the logarithmic slope becomes $ACSd$. Every layer then sees nearly the same dose. In a thick film the logarithmic slope saturates at $ACS/\alpha$, because the lower part receives little light, while the transmission itself tends to zero. The slope of $\tau$ is proportional to $\tau_0(1-\tau_0)$. With $A$, $B$, $C$ and $S$ fixed and the thickness varied, it is largest at $\tau_0=1/2$.

If $A=0$, the transmission stays at its initial value whatever $C$ is, and the measurement says nothing about the reaction. A film that darkens has $A<0$; its slope is negative, and the formula still gives a positive $C$.

The thin film also has a practical weakness. At fixed logarithmic slope, and with $\alpha$, $A$ and $S$ known independently of $K$, $C$ is proportional to $1/(1-T_0/K)$. A small relative error in $K$ then gives

$$
\frac{\delta C}{C}=-\frac{\tau_0}{1-\tau_0}\,\frac{\delta K}{K}.
$$

The factor grows without limit as $\tau_0\to1$. For such a film it is better to calculate $1-\tau_0$ from $\alpha$ and $d$, if these are well known. If $\alpha$ is instead obtained from $-\ln(T_0/K)/d$, with $A$ and $S$ unchanged, the error of $\alpha$ adds $1/(\alpha d)$ to the factor. The sum then stays finite and tends to $1/2$ in a thin film.

The case $B=0$ can be solved at every dose. The bracket above is then $1-\tau$, so $d\tau/dE=CS\,\tau(1-\tau)$. Since $d\tau/[\tau(1-\tau)]=d\ln[\tau/(1-\tau)]$, integration from zero dose gives

$$
\frac{\tau}{1-\tau}=\frac{\tau_0}{1-\tau_0}\,e^{CSE}.
$$

With $\tau_0=e^{-Ad}$ one has $(1-\tau_0)/\tau_0=e^{Ad}-1$, and therefore

$$
\tau(E)=\frac{1}{1+(e^{Ad}-1)\,e^{-CSE}} .
$$

This curve is S-shaped if it starts below $\tau=1/2$, and otherwise it flattens from the start. For $A=0.85/\mu\mathrm m$, $C=0.015\ \mathrm{cm^2/mJ}$, $d=1\ \mu\mathrm m$ and $S=0.93$, numerical integration of the two coupled equations from 0 to $200\ \mathrm{mJ/cm^2}$ differs from it by at most $2.6\times10^{-8}$ in $\tau$.

A real measurement uses a finite first dose $h$, and a chord replaces the tangent. The resulting error follows from the second derivative. Let $L(E)=\int_0^d M\,dz$ and let primes denote derivatives with respect to dose. From $\ln\tau=-AL-Bd$,

$$
\tau'=-AL'\tau,\qquad \tau''=\left[(AL')^2-AL''\right]\tau,\qquad
\frac{\tau''}{\tau'}=-AL'+\frac{L''}{L'} .
$$

At zero dose $L'=-CS(1-\tau_0)/\alpha$. For $L''$ both factors in $L'=-CS\int iM\,dz$ must be differentiated. The compound at depth $z$ is used up at the rate $M'=-CS\,e^{-\alpha z}$, while the light there grows because the layers above it bleach:

$$
i'=-A\,i\int_0^z M'\,dz'=\frac{ACS}{\alpha}\,e^{-\alpha z}\left(1-e^{-\alpha z}\right).
$$

The two integrals needed are

$$
\int_0^d e^{-\alpha z}(1-e^{-\alpha z})\,dz=\frac{(1-\tau_0)^2}{2\alpha},\qquad
\int_0^d e^{-2\alpha z}\,dz=\frac{1-\tau_0^2}{2\alpha}.
$$

Hence

$$
L''=-\frac{C^2S^2}{2\alpha}\left[\frac{A}{\alpha}(1-\tau_0)^2-(1-\tau_0^2)\right].
$$

Dividing by $L'$ removes one factor $1-\tau_0$, and adding $-AL'=CS(A/\alpha)(1-\tau_0)$ gives

$$
\left.\frac{\tau''}{\tau'}\right|_0=\frac{CS}{2}\left[\frac{3A}{\alpha}(1-\tau_0)-(1+\tau_0)\right].
$$

By Taylor expansion the chord slope is $\tau'(0)\,[1+(h/2)\,\tau''/\tau'+\dots]$. To first order in $h$, the relative bias of the inferred $C$ is thus $(h/2)\,\tau''/\tau'$. For $A>0$ the first term in the bracket is positive and comes from growing light and growing transmission; the second, negative term comes from the loss of compound. They balance when $3A(1-\tau_0)=\alpha(1+\tau_0)$, that is, when

$$
\tau_0=\frac{3A-\alpha}{3A+\alpha},
$$

which is possible for $A>0$ and $3A>\alpha>0$. For $B=0$ this is $\tau_0=1/2$, the inflection point of the closed solution.

The slope and curvature formulas were tested against numerical integration of the coupled equations for four films. In the units above, with $d$ in $\mu\mathrm m$, their values of $(A,B,C,d,S)$ are $(0.85,0.05,0.015,1.0,0.93)$, $(0.55,0.30,0.020,2.0,0.90)$, $(1.20,0,0.010,0.4,1.00)$ and $(-0.30,0.80,0.030,1.5,0.95)$. The recovered $C$ deviates from the value put in by at most $1.5\times10^{-6}$ of that value. The ratio $\tau''/\tau'$ deviates by at most $2.9\times10^{-6}\,C$.

As a worked example, take a synthetic measurement with $A=0.85/\mu\mathrm m$, $B=0.05/\mu\mathrm m$, $C=0.015\ \mathrm{cm^2/mJ}$, $d=1.00\ \mu\mathrm m$, $n=1.70$ and a wavelength of 365 nm. The surface factor is $S=4(1.70)/(2.70)^2=0.9328$, and $K=S$. The internal transmission is $\tau_0=e^{-0.90}=0.4066$, so the detector would read $T_0=0.93278\times0.40657=0.3792$.

The integrated equations give $T=0.37924193$, $0.37998560$, $0.38072962$, $0.38147399$ and $0.38221871$ at doses of 0, 0.25, 0.50, 0.75 and $1.00\ \mathrm{mJ/cm^2}$. Call these $T_0$ to $T_4$, with spacing $h=0.25\ \mathrm{mJ/cm^2}$. The slope at the first point is

$$
\left.\frac{dT}{dE}\right|_0\simeq\frac{-25T_0+48T_1-36T_2+16T_3-3T_4}{12h}
=2.974\times10^{-3}\ \mathrm{cm^2/mJ}.
$$

The weights are chosen so that a constant and the second, third and fourth powers of dose contribute nothing, while a linear term returns its slope. Dividing by $T_0$ gives a logarithmic slope of $7.842\times10^{-3}\ \mathrm{cm^2/mJ}$, and

$$
C=\frac{0.90\times7.842\times10^{-3}}{0.85\times0.9328\times(1-0.4066)}
=0.01500\ \mathrm{cm^2/mJ}=15.00\ \mathrm{cm^2/J}.
$$

This returns the value put in, as it should; the digits describe the consistency of the model and not the accuracy of a laboratory measurement. If the raw $T_0$ is used in $1-T_0$, the result is $0.01434\ \mathrm{cm^2/mJ}$, which is 4.4 % too low. If $S$ is omitted while $1-T_0/K$ is kept, it is $0.01399\ \mathrm{cm^2/mJ}$, which is 6.7 % too low.

The size of the first dose matters more in some films than in others. With the other parameters held fixed and a first dose of $20\ \mathrm{mJ/cm^2}$, the chord gives the following errors relative to the true $C$.

| $d$ ($\mu$m) | Error of $C$ | First-order estimate |
|---|---|---|
| 0.40 | −6.1 % | −5.9 % |
| 0.82 | −0.6 % | 0.0 % |
| 1.00 | +1.3 % | +1.9 % |
| 2.00 | +8.4 % | +8.4 % |

The first-order bias vanishes at $\tau_0=(2.55-0.90)/(2.55+0.90)=0.478$, or $d=0.8196\ \mu\mathrm m$ (rounded to 0.82 in the table). What remains there should grow as the square of the dose. Doubling the dose from 4 to $8\ \mathrm{mJ/cm^2}$ indeed multiplies the error by 4.00 at this thickness, and by 2.02 at $0.40\ \mu\mathrm m$, where the linear term dominates.

For the films in the table, reducing the first dose below $20\ \mathrm{mJ/cm^2}$ reduces the bias but makes the reading noise more important. At larger doses the bias need not grow steadily, because terms of different order in $h$ can cancel. In the film of $1.00\ \mu\mathrm m$, $T$ rises from 0.3792 to 0.4395 over the first $20\ \mathrm{mJ/cm^2}$. If the two readings have independent random errors of 0.001, their difference has the error $\sqrt2\times0.001$. Relative to the rise of 0.0603 this is 2.3 %, and $C$ inherits it through the slope. The smaller effect of the same reading error on $T_0$ elsewhere in the formula is left out.

The coefficients $A$ and $B$ can come from the same exposure. After complete bleaching $M=0$ and $T_\infty=Ke^{-Bd}$, so

$$
B=-\frac1d\ln\frac{T_\infty}{K},\qquad A=\frac1d\ln\frac{T_\infty}{T_0}.
$$

If the exposure stops at $300\ \mathrm{mJ/cm^2}$, the transmission is 0.8678 instead of the limit 0.8873. Taken as $T_\infty$, it gives $A=0.828/\mu\mathrm m$ and $B=0.072/\mu\mathrm m$. Their sum is still $0.90/\mu\mathrm m$, because $T_\infty$ cancels from $A+B=-\ln(T_0/K)/d$. The inferred $C$ therefore changes only through $1/A$, and it comes out 2.7 % too high.

These parameters lie in the regime of a diazonaphthoquinone–novolac resist exposed at 365 nm; they are rough typical values, not data for a particular product. The assumption of a matched substrate fails if the substrate has a different index from the film. On fused silica, with a rough index of 1.47, part of the light is reflected at the lower film surface and interferes with the incoming light. A wave-optical calculation of the layered film shows how much this matters. The thickness was varied over one fringe period, $\lambda/2n=107$ nm, around $1\ \mu\mathrm m$. With $A$, $B$ and $S$ held fixed and $K$ including the mean loss at the film–silica surface, the formula errs by −4.3 % to +5.7 % of the true $C$, depending on thickness. If $A$ and $B$ are instead taken from $T_0$ and $T_\infty$ of the same sample, their own fringe errors cancel most of this, and the range shrinks to about −0.4 % to +1.3 %. On a substrate of index 1.70 the range is −0.4 % to +0.4 %. Some reflection survives even there, mainly because the absorbing film has a complex index and the substrate a real one. About ±0.1 % would remain even if the substrate matched the complex index of the unexposed film, since bleaching changes that index. The method also needs a substrate that transmits the light, and a resist whose absorption changes noticeably on exposure.

The coating on the exit face matters as well. Without it, a matched substrate returns the fraction $R=1-S=0.067$ of the light that reaches its lower face. If the substrate is thick enough for interference to average out, the returning beam enters the film with relative intensity $R\tau_0$ and decays upward. It adds $R\tau_0(1-\tau_0)/\alpha$ to the integral of the light, so the slope and the inferred $C$ rise by the factor $1+R\tau_0$, or 2.7 %. With repeated reflections included, and $K=S^2$ for the two outer faces, the calculated error is 3.0 %. This calculation adds the beams as intensities inside the film as well; interference within the film makes the error depend on thickness, from about 2.7 % to 3.7 % over one fringe period.

The refractive index may also change as the film bleaches. Suppose that it falls by $\Delta=0.02$ on complete bleaching, an assumed size. At the upper surface $dM/dE=-CS$ at zero dose, so the index there initially changes at the rate $-\Delta CS$. Since $d\ln S/dn=1/n-2/(n+1)$, the surface transmission adds $-\Delta CS\,[1/n-2/(n+1)]$ to the logarithmic slope. Relative to the bleaching slope this is

$$
\frac{\delta C}{C}\simeq-\left(\frac1n-\frac{2}{n+1}\right)\frac{\Delta\,\alpha}{A(1-\tau_0)}=+0.54\ \% .
$$

The wave-optical calculation on the substrate of index 1.70 gives a shift of +0.50 % at a thickness of $1.00\ \mu\mathrm m$. The estimate leaves out the index step that bleaching creates at the lower film surface. Light reflected there interferes with the rest, so the exact shift depends on thickness, from about +0.43 % to +0.66 % over one fringe period. Both numbers apply to the matched substrate only. On fused silica the same index change can shift $C$ by about −1.2 % to +2.5 %, depending on thickness, with $A$ and $B$ held fixed.

Heating is modest for these numbers. If all the light that enters during a dose of $300\ \mathrm{mJ/cm^2}$ stays as heat, spread evenly through a substrate 1 mm thick with a rough heat capacity of $1.6\ \mathrm{J/(cm^3\,K)}$, the warming is $0.9328\times0.300/(0.1\times1.6)=1.7$ K. Transmitted light and heat lost to the surroundings make it smaller. The estimate does not include a temperature difference between film and substrate, nor does it say how $C$ depends on temperature.

For this example, then, the exit face matters at about 3 %, and the substrate reflection at up to about 6 % when $A$ and $B$ are known independently of the sample. A first dose of $20\ \mathrm{mJ/cm^2}$ biases $C$ by 1.3 % in the film of $1.00\ \mu\mathrm m$ and by 6 to 8 % in the thinnest and thickest films of the table. The numerical output lists the values to more digits.

## Calculated quantities

```
A = 0.85 1/um, B = 0.05 1/um, alpha = 0.90 1/um
C put in = 0.0150 cm2/mJ, thickness = 1.00 um
film index = 1.70, wavelength = 365 nm
surface factor S = K = 0.93278
internal transmission tau0 = 0.40657
measured transmission T0 = 0.37924
dose step for initial slope = 0.25 mJ/cm2
T at 0.00 mJ/cm2 = 0.37924193
T at 0.25 mJ/cm2 = 0.37998560
T at 0.50 mJ/cm2 = 0.38072962
T at 0.75 mJ/cm2 = 0.38147399
T at 1.00 mJ/cm2 = 0.38221871
initial slope dT/dE = 2.973961e-03 cm2/mJ
initial slope dlnT/dE = 7.841858e-03 cm2/mJ
C recovered = 0.015000 cm2/mJ = 15.000 cm2/J
C with raw T in 1-T = 0.014340 cm2/mJ (-4.40 %)
C with S omitted = 0.013992 cm2/mJ (-6.72 %)
T at 300 mJ/cm2 = 0.86777, limit = 0.88729
A, B from that end point = 0.8278, 0.0722 1/um
C with those A, B = 0.015403 cm2/mJ (+2.69 %)
zero first-order bias: tau0 = 0.4783, d = 0.8196 um
secant 20 mJ/cm2, d = 0.400 um: bias -6.12 %, first order -5.88 %
secant 20 mJ/cm2, d = 0.820 um: bias -0.62 %, first order +0.00 %
secant 20 mJ/cm2, d = 1.000 um: bias +1.32 %, first order +1.92 %
secant 20 mJ/cm2, d = 2.000 um: bias +8.45 %, first order +8.39 %
bias ratio 8 to 4 mJ/cm2: best d 3.999, 0.4 um 2.018
T at 20 mJ/cm2 = 0.43951
C noise for reading error 0.001 = 2.35 %
fringe period in thickness = 107.4 nm
wave optics, matched: C error -0.43 to +0.37 %
wave optics, silica index 1.47: C error -4.25 to +5.67 %
index drop 0.02 on bleaching: C shift +0.50 %, estimate +0.54 %
uncoated exit face: C error +3.02 %, estimate +2.73 %
substrate 1 mm, heat capacity 1.6 J/(cm3 K)
warming over 300 mJ/cm2 = 1.75 K
worst relative slope-formula gap = 1.5e-06
worst curvature gap over C = 2.9e-06
largest gap to closed B=0 solution = 2.6e-08
```
